# In-Plane Momentum and the Limits of the Tsu-Esaki Integral

## The argument under comment

The argument concerns a double-barrier diode with planar layers. The emitter, well and collector have effective mass $m_w$, and the barriers have mass $m_b\neq m_w$. It proceeds in three steps.

1. The layers are uniform in the plane, so the in-plane wavevector $\mathbf k$ is conserved and the motion separates.
2. The energy $\hbar^2k^2/2m_w$ may therefore be subtracted from the total energy. What remains, the longitudinal energy $E_z$, alone fixes the transmission $T(E_z)$.
3. The sum over in-plane states can then be done in closed form, which leaves the Tsu-Esaki integral over $E_z$.

The first step is sound under the stated symmetry. The third follows from the second. The question is whether the second follows from the first, and what happens to the current if it does not.

## What separation gives

I assume isotropic parabolic bands, abrupt interfaces and coherent motion. The effective-mass equation is

$$-\frac{\hbar^2}{2}\nabla\cdot\left[\frac{1}{m(z)}\nabla\psi\right]+V(z)\psi=E\psi ,$$

with $\psi$ and $m^{-1}\partial_z\psi$ continuous at each interface. Insert $\psi=e^{i\mathbf k\cdot\boldsymbol\rho}\varphi(z)$, where $\boldsymbol\rho$ is the in-plane position. Since $m$ depends on $z$ alone, the in-plane derivatives give $-k^2/m(z)$, and

$$-\frac{\hbar^2}{2}\frac{d}{dz}\left(\frac1m\frac{d\varphi}{dz}\right)+\left[V(z)+\frac{\hbar^2k^2}{2m(z)}\right]\varphi=E\varphi .$$

The problem is indeed one-dimensional for each $k$, but the in-plane term differs from layer to layer. Define both energies in the emitter:

$$E_\parallel=\frac{\hbar^2k^2}{2m_w},\qquad E_z=E-E_\parallel .$$

Subtracting $E_\parallel\varphi$ from both sides leaves $E_z\varphi$ on the right and the potential

$$U(z)=V(z)+E_\parallel\left[\frac{m_w}{m(z)}-1\right]$$

on the left. The bracket vanishes where $m=m_w$. In a barrier of height $V_0$ it gives

$$V_{\rm eff}=V_0-E_\parallel\left(1-\frac{m_w}{m_b}\right).$$

This is where step 2 fails. The conserved quantities are $E$ and $\mathbf k$; the division of $E$ into in-plane and longitudinal parts changes with the mass. If $m_b>m_w$, the same momentum costs less in-plane energy in the barrier, and the difference is available for longitudinal motion. The effective barrier falls. If $m_b<m_w$, it rises.

Take $m_w=0.067\,m_0$, $m_b=0.100\,m_0$ and $V_0=300$ meV, with $m_0$ the free-electron mass. At $E_\parallel=50$ meV,

$$V_{\rm eff}=300-50(1-0.67)=283.5\ \text{meV}.$$

The same reasoning applies to a collector of mass $m_c\ne m_w$. At bias $V_a$ its longitudinal wavevector obeys

$$k_c^2=\frac{2m_c}{\hbar^2}\left[E_z+eV_a-E_\parallel\left(\frac{m_w}{m_c}-1\right)\right].$$

A light collector therefore refuses electrons of large $k$, for which the bracket is negative. Below, $m_c=m_w$.

## One barrier

Let a barrier occupy $0<z<b$, with no bias and $E_z<V_{\rm eff}$. Define

$$k_z^2=\frac{2m_wE_z}{\hbar^2},\qquad \kappa^2=\frac{2m_b(V_{\rm eff}-E_z)}{\hbar^2},\qquad r=\frac{\kappa m_w}{k_zm_b}.$$

Let $t$ be the transmitted amplitude at $z=b$, so that $\varphi(b)=t$ and, just inside the barrier, $\varphi'(b)=ik_ztm_b/m_w$. The solution inside is

$$\varphi(z)=\varphi(b)\cosh\kappa(b-z)-\frac{\varphi'(b)}{\kappa}\sinh\kappa(b-z).$$

With $C=\cosh\kappa b$ and $S=\sinh\kappa b$, its values at the entrance are

$$\varphi(0)=t\left(C-\frac{i}{r}S\right),\qquad \frac{\varphi'(0)}{m_b}=t\left(\frac{ik_z}{m_w}C-\frac{\kappa}{m_b}S\right).$$

For a unit incident wave and reflected amplitude $\rho_r$, these equal $1+\rho_r$ and $(ik_z/m_w)(1-\rho_r)$. Multiply the second equality by $m_w/(ik_z)$ and add the first to eliminate $\rho_r$:

$$2=t\left[2C+i\left(r-\frac1r\right)S\right].$$

The outer velocities are equal, so $T=|t|^2$. Using $C^2=1+S^2$ and $1+\frac14(r-1/r)^2=\frac14(r+1/r)^2$,

$$T=\left[1+\frac14\left(r+\frac1r\right)^2\sinh^2\kappa b\right]^{-1}.$$

Now hold $E_z$ fixed. Differentiating $\kappa^2$ gives

$$2\kappa\frac{\partial\kappa}{\partial E_\parallel}=-\frac{2m_b}{\hbar^2}\left(1-\frac{m_w}{m_b}\right),\qquad
\frac{\partial\kappa}{\partial E_\parallel}=-\frac{m_b-m_w}{\hbar^2\kappa}.$$

For $\kappa b\gg1$, $\sinh^2\kappa b\simeq e^{2\kappa b}/4$, so $T\simeq16(r+1/r)^{-2}e^{-2\kappa b}$. Since $r\propto\kappa$ at fixed $E_z$, the logarithmic derivative is

$$\frac{\partial\ln T}{\partial E_\parallel}\simeq\frac{2(m_b-m_w)}{\hbar^2\kappa}\left[b+\frac{1}{\kappa}\frac{r^2-1}{r^2+1}\right].$$

The term in $b$ comes from the exponent, the other from the prefactor. The first dominates for a thick barrier, so the sensitivity grows with thickness.

For $E_z=90$ meV and $E_\parallel=0$, $\kappa=0.742$ nm$^{-1}$, and the factor before the bracket is $1.167$ eV$^{-1}$nm$^{-1}$. Subtracting the numerical slopes for 20 and 10 nm barriers, which removes the prefactor term, and dividing by 10 nm gives the same value. For $b=3$ nm, $r^2=0.67(210/90)=1.56$, so the bracket is $3+0.30=3.30$ nm. A rise of 50 meV in $E_\parallel$ should multiply $T$ by about

$$\exp(1.167\times3.30\times0.050)=1.21 .$$

The full formula gives $0.0524/0.0433=1.21$. If the barrier mass is instead $0.045\,m_0$, the factor is 0.80, which confirms the reversed sign.

## A resonance moves as well as widens

For a double barrier one must also ask where the resonance lies. Consider first the lowest level $E_r$ of a well between unlimited barriers. Its normalized state obeys $H\varphi=E_r\varphi$, where $H$ contains $U$. Differentiate $E_r=\langle\varphi|H|\varphi\rangle$ with respect to $E_\parallel$. The terms in $\partial\varphi$ add to $E_r\,\partial\langle\varphi|\varphi\rangle=0$, because $H$ is Hermitian and the matching conditions do not contain $E_\parallel$. What remains is $\langle\partial U/\partial E_\parallel\rangle$, which is nonzero only in the barriers:

$$\frac{dE_r}{dE_\parallel}=-\gamma,\qquad \gamma=\left(1-\frac{m_w}{m_b}\right)P_b ,$$

where $P_b$ is the probability of finding the electron in the barriers. For a 5 nm well, $P_b=0.109$ at $E_\parallel=0$, so $\gamma=0.33\times0.109=0.036$. The slope of the level found from the matching condition is also 0.036.

Over 60 meV this initial slope predicts a fall of 2.16 meV. The level actually falls from 79.82 to 77.59 meV, or 2.23 meV. The excess has the expected sign: the lowest level is the minimum of expectation values each linear in $E_\parallel$, hence a concave function, so its downward slope cannot weaken. Diagonalizing the original equation on a lattice, with $z$ and one in-plane direction kept, then subtracting 60 meV, gives 77.60 meV. Step 2 of the argument would have kept 79.82 meV.

The total energy of the subband is, to first order, $E_r(0)+(1-\gamma)E_\parallel$. It therefore has in-plane mass $m^*=m_w/(1-\gamma)=0.0695\,m_0$, between the well and barrier masses.

In the diode with 3 nm barriers, at zero bias, raising $E_\parallel$ from 0 to 50 meV moves the transmission peak from 79.52 to 77.65 meV and widens it from 1.92 to 2.22 meV (full width at half maximum). The shift of 1.87 meV is nearly one width. An electron held at $E_z=79.52$ meV goes from the peak to its flank. Treating the peak as Lorentzian, its transmission becomes a fraction

$$\left[1+\left(\frac{1.87}{2.22/2}\right)^2\right]^{-1}\simeq0.26$$

of the peak value. A lower barrier can thus reduce transmission at fixed $E_z$. The current requires an integral over the whole peak.

## From transmission to current

Let $J$ be the magnitude of the current density. With spin degeneracy 2,

$$J=\frac{2e}{(2\pi)^3}\int d^2k\int_{k_z>0}dk_z\,v_z\,T\,(f_L-f_R).$$

Here $f_L=[1+e^{(E-E_F)/k_BT_e}]^{-1}$, where $E_F$ is measured from the emitter band edge and $T_e$ is the electron temperature; $f_R$ has $E$ replaced by $E+eV_a$. The same $T$ serves both directions at given $E$ and $\mathbf k$.

Since $v_z=\hbar^{-1}dE_z/dk_z$, we have $v_z\,dk_z=dE_z/\hbar$. After the angular integral, $d^2k=2\pi k\,dk=(2\pi m_w/\hbar^2)\,dE_\parallel$. Collecting factors,

$$J=\frac{em_w}{2\pi^2\hbar^3}\int_0^\infty dE_z\int_0^\infty dE_\parallel\,T(E_z,E_\parallel)(f_L-f_R).$$

If $T$ does not depend on $E_\parallel$, it leaves the inner integral. The derivative of $-k_BT_e\ln(1+e^{-x})$, with $x=(E_z+E_\parallel-E_F)/k_BT_e$, is $f_L$. Evaluating it between the limits, and treating $f_R$ likewise, gives

$$J_{\rm TE}=\frac{em_wk_BT_e}{2\pi^2\hbar^3}\int_0^\infty dE_z\,T(E_z,0)\ln\frac{1+e^{(E_F-E_z)/k_BT_e}}{1+e^{(E_F-eV_a-E_z)/k_BT_e}} .$$

For equal masses $U=V$, and this reduction is exact within the model. With all masses set to $0.067\,m_0$, the two numerical integrals at 0.10 V and 300 K agree to better than one part in a million. For unequal masses the reduction replaces $T(E_z,E_\parallel)$ by its value at $E_\parallel=0$. It is then an approximation, although positive and negative errors could cancel at a particular bias.

## Two limits of the error

Suppose that the resonance is narrow on the energy scale over which the supply varies ($k_BT_e$ in the first limit, the occupied range of resonant energies in the second), that it stays above the emitter band edge, and that $f_R$ is negligible. Let its area be $W=\int T\,dE_z\simeq W_0e^{sE_\parallel}$ and its position $E_0-\gamma E_\parallel$.

**Nondegenerate emitter.** Here $f_L\simeq e^{(E_F-E)/k_BT_e}$. On resonance the total energy is $E_0+(1-\gamma)E_\parallel$, so

$$J\propto W_0e^{-E_0/k_BT_e}\int_0^\infty dE_\parallel\,e^{-(1-\gamma-sk_BT_e)E_\parallel/k_BT_e}.$$

The integral equals $k_BT_e/(1-\gamma-sk_BT_e)$ if the denominator is positive. The reduction sets $\gamma=s=0$ and obtains $k_BT_e$. Therefore

$$\frac{J}{J_{\rm TE}}=\frac{1}{1-\gamma-sk_BT_e}.$$

The term $\gamma$ expresses the lower energy of the resonance, and $sk_BT_e$ the easier penetration. For unbiased 4 nm barriers at 300 K, $s=3.96$ eV$^{-1}$, averaged from 0 to $2k_BT_e$, so $sk_BT_e=0.102$. The formula gives $1/(1-0.036-0.102)=1.16$. Direct integration over the resonance, with Boltzmann weights, also gives 1.16. Here penetration matters almost three times as much as the shift.

**Degenerate emitter at zero temperature.** Occupied resonant states satisfy $E_0+(1-\gamma)E_\parallel<E_F$, or $E_\parallel<X$ with $X=(E_F-E_0)/(1-\gamma)$. Then $J\propto\int_0^XW_0e^{sE_\parallel}dE_\parallel$, while $J_{\rm TE}\propto W_0(E_F-E_0)=W_0(1-\gamma)X$. Hence

$$\frac{J}{J_{\rm TE}}=\frac{e^{sX}-1}{(1-\gamma)sX}\simeq1+\gamma+\frac{sX}{2}.$$

Cooling does not remove the error, because a degenerate emitter still supplies in-plane momentum.

## A cheaper repair

The secure remedy is the double integral. A cheaper one evaluates $T$, for each $E_z$, at the mean in-plane energy of the supply,

$$\bar E_\parallel(E_z)=\frac{\int E_\parallel(f_L-f_R)\,dE_\parallel}{\int(f_L-f_R)\,dE_\parallel}.$$

If $T$ is expanded to first order in $E_\parallel$, the inner integral depends on $E_\parallel$ only through this mean, so the replacement is correct to that order. Near a sharp peak the expansion is poor at a single $E_z$, but the integrated current is more forgiving. In the nondegenerate limit above, $\bar E_\parallel=k_BT_e$. The peak moves down by $\gamma k_BT_e$ and its area grows by $e^{sk_BT_e}$, so $J_{\rm mean}/J_{\rm TE}=e^{\gamma+sk_BT_e}$. This agrees with the previous result to first order: 1.15 against 1.16 for the 4 nm barriers.

## The diode under bias

Take 3 nm barriers, a 5 nm well, $E_F=50$ meV and 300 K. The bias drops linearly across the 11 nm structure. Current densities are in kA/cm².

| $V_a$ (V) | $J$ | $J_{\rm TE}$ | $J_{\rm mean}$ | $J/J_{\rm TE}$ |
|---:|---:|---:|---:|---:|
| 0.06 | 52.0 | 45.6 | 51.6 | 1.14 |
| 0.10 | 76.1 | 66.7 | 75.6 | 1.14 |
| 0.12 | 76.8 | 68.2 | 76.5 | 1.13 |
| 0.14 | 58.2 | 55.6 | 59.0 | 1.05 |
| 0.16 | 9.95 | 9.27 | 9.74 | 1.07 |
| 0.20 | 8.21 | 6.64 | 8.04 | 1.24 |
| 0.26 | 15.2 | 12.3 | 14.9 | 1.24 |

At 0.10 V the reduction lies $(76.1-66.7)/76.1=12\%$ below the full integral. The mean-energy repair is within about 2% of the full integral at every tabulated bias, but it is 7% too low at 0.155 V, where the resonance is leaving the supply.

The ratio is not constant. It falls through 1 as the current collapses: on a finer bias grid it is 0.97 at 0.145 V, 0.82 at 0.150 V and 0.81 at 0.155 V, before returning to 1.07 at 0.16 V. At those three intermediate biases the reduction overestimates the current. In this symmetric structure the well centre drops by about half the bias, so at 0.14 V the resonance lies near $79.5-70=9.5$ meV (the computed transmission peak is at 7.8 meV), close to the emitter band edge. The two limits above assume a resonance clear of that edge, so they should not be used to predict the ratio there. The downward shift of the resonance explains the change of sign. At 0.15 V the peak moves from 2.7 to 1.0 meV as $E_\parallel$ rises from 0 to 50 meV, so electrons of large $k$ lose the resonance below the band edge at a smaller bias. The reduction uses the position at $E_\parallel=0$ for all electrons and keeps the resonance too long.

At 77 K and 0.10 V, with $E_F$ held at 50 meV, the ratio is 1.075. The zero-temperature limit gives a rough comparison. The same half-bias estimate puts $E_0$ at 29.5 meV, so $X\simeq20.5/0.964=21$ meV. For a symmetric unbiased structure the peak area is proportional to its width, which gives $s\simeq\ln(2.215/1.915)/0.050=2.9$ eV$^{-1}$. Then $1+0.036+0.031=1.07$. The closeness is indicative only, since $\gamma$ and $s$ were taken at zero bias.

## What this says about a real diode

The dimensions, masses and offset are rough inputs, not a fit to a particular device. The chosen $E_F$ implies a contact density of $1.2\times10^{18}$ cm$^{-3}$ at 300 K. The terminal voltage at the peak would exceed the calculated 0.11–0.12 V, because the model omits drops in the contacts and spacer layers; for a uniformly doped collector at 0.12 V, a Poisson estimate with Fermi-Dirac statistics gives a drop of about 66 mV in that contact alone. The same estimate gives about 52 mV of band bending in an accumulated emitter, comparable with $E_F$, so the flat emitter band assumed here is an idealization. Charge stored in the well, about $1.6\times10^{11}$ cm$^{-2}$, would shift its potential by roughly 5 mV at 0.12 V. Nonparabolicity bears directly on the present question. Masses frozen at the resonance energy, using rough gaps of 1.5 and 1.9 eV, become 0.071 and $0.088\,m_0$. At 0.10 V and fixed $E_F$, $J$ then rises from 76 to 93 kA/cm², while $J/J_{\rm TE}$ falls from 1.14 to 1.08. With these frozen masses, the smaller contrast roughly halves the correction. They are used in the contacts as well; if the contacts keep $0.067\,m_0$, the ratio is 1.11. Freezing also ignores the growth of the masses with in-plane energy. If each original mass is instead multiplied by $1+(E-V)/E_g$, with $E_g$ the local gap, $J$ is 89 kA/cm² and the ratio is 1.04, where the reduction takes $T$ at $k=0$ and the same emitter $k_z$. The size of the correction thus depends on the band model. A rough mobility of 5000 cm²/Vs implies a collision broadening of 3.5 meV, larger than the resonance width (1.9 meV at zero bias, 2.1 meV at 0.12 V), so coherent transport is itself doubtful here. Interface roughness, phonon-assisted current and upper valleys are also omitted; scattering that changes $\mathbf k$ invalidates even step 1. Impact ionization is not a concern at the peak, where the applied energy is 8% of the well gap.

## Recommendation

Step 2 should be replaced by $T(E_z,E_\parallel)$, and the current computed from the double integral. The Tsu-Esaki form may be retained for equal parabolic masses, or as an approximation whose error has been estimated for the structure and temperature in hand. For this diode at 0.10 V that error is 12% of $J$ with constant masses, while the frozen nonparabolic masses raise $J$ by 23%, so correcting one while ignoring the other would not justify a claim of percent accuracy. Near 0.15 V, where the current collapses, the error of the reduction is larger and has the opposite sign.

## Computed results

```
well, barrier mass: 0.067, 0.100 m0
well, barrier width: 5.0, 3.0 nm
offset, Fermi energy: 0.30, 0.050 eV
kT at 300 K: 25.85 meV
V_eff at E_par=50 meV: 283.5 meV
single barrier, E_long=90 meV, E_par 0 -> 50 meV:
 T at E_par=0: 0.04334
 T at E_par=50 meV: 0.05241
 T ratio, barrier mass 0.100 m0: 1.2093
 T ratio, barrier mass 0.045 m0: 0.8037
decay constant at 90 meV: 0.7424 1/nm
log-T slope per nm, numeric: 1.1667 1/(eV nm)
log-T slope per nm, formula: 1.1667 1/(eV nm)
isolated-well level, E_par=0: 79.82 meV
same level, E_par=60 meV: 77.59 meV
same from 2D lattice: 77.60 meV
barrier probability: 0.1091
gamma, probability / level slope: 0.03599 / 0.03598
subband mass: 0.06950 m0
diode resonance, E_par=0: 79.52 meV
diode resonance, E_par=50 meV: 77.65 meV
full width, E_par=0: 1.915 meV
full width, E_par=50 meV: 2.215 meV
narrow resonance test: 4 nm barriers, 300 K, nondegenerate
 area slope s: 3.960 1/eV; s*kT: 0.1024
 J/J_TE, integral: 1.1599
 J/J_TE, formula: 1.1606
equal masses, 0.10 V, J/J_TE: 0.9999998
k-space / energy integral: 1.000000
300 K: bias V; full, Tsu-Esaki, mean-E_par kA/cm2; full/TE
 0.02; 17.80, 15.62, 17.65; 1.1390
 0.04; 35.35, 31.01, 35.07; 1.1401
 0.06; 52.03, 45.58, 51.62; 1.1415
 0.08; 66.43, 58.15, 65.93; 1.1424
 0.10; 76.12, 66.74, 75.60; 1.1405
 0.12; 76.84, 68.15, 76.52; 1.1276
 0.14; 58.22, 55.63, 59.00; 1.0466
 0.16; 9.95, 9.27, 9.74; 1.0727
 0.18; 7.63, 6.26, 7.49; 1.2190
 0.20; 8.21, 6.64, 8.04; 1.2363
 0.22; 9.70, 7.83, 9.50; 1.2399
 0.24; 12.00, 9.68, 11.75; 1.2395
 0.26; 15.19, 12.27, 14.88; 1.2374
largest full J: 76.84 kA/cm2 = 7.684e+08 A/m2
bias at largest J: 0.12 V; field: 0.109 MV/cm
77 K, 0.10 V: full 50.48, TE 46.95 kA/cm2; ratio 1.0753
mesh shifts, layer/energy: -0.0527/-0.0001 %
rough gaps: 1.5, 1.9 eV; permittivity: 12
frozen nonparabolic masses: 0.0706, 0.0884 m0
 their full J, full/TE at 0.10 V: 93.30 kA/cm2, 1.0781
contact electron density: 1.187e+18 cm^-3
well charge: 3.30e+11 cm^-2; shift: 13.7 mV
collector depletion drop: 33.2 mV
rough mobility: 5000 cm2/Vs; hbar/tau: 3.46 meV
applied energy / well gap: 0.080
```
